# Threshold behaviour of exothermic electron attachment in a single partial wave, part 1

(Sections cited here and not found follow in the second part.)

A slow electron of mass $m$ and energy $E=\hbar^2k^2/2m$ meets a neutral target at rest. It may be captured, after which a negative ion and a neutral fragment fly apart. The process is exothermic: even at $E=0$ the fragments share a kinetic energy $Q>0$. How does the attachment cross section depend on $k$ as $k\to0$, when the electron arrives with orbital angular momentum $l$?

Three assumptions hold until they are relaxed explicitly. Beyond a radius $a$ the electron feels no force, so that only the centrifugal term remains there. Every electron that leaves again does so with its original energy, so attachment is the only loss. The target does not mix different $l$. Time dependence is $e^{-iEt/\hbar}$, which makes $e^{ikr}$ an outgoing wave.

## First half: from the incident wave to the cross section

### (a) How much incident flux does one partial wave carry?

*Show how the attachment cross section follows from the probability $p_l$ that an electron entering in wave $l$ is captured.*

**Solution.** Take the plane wave $e^{ikz}=e^{ikr\mu}$, with $\mu=\cos\theta$, and expand it as $\sum_l f_l(r)P_l(\mu)$. Since $\int_{-1}^1P_l^2\,d\mu=2/(2l+1)$,

$$f_l(r)=\frac{2l+1}{2}\int_{-1}^{1}e^{ikr\mu}P_l(\mu)\,d\mu .$$

One integration by parts gives the large-$r$ form, because the remaining integral is smaller by another factor $1/r$. With $P_l(1)=1$ and $P_l(-1)=(-1)^l$,

$$f_l(r)\to\frac{2l+1}{2ikr}\left[e^{ikr}-(-1)^le^{-ikr}\right].$$

The incoming part has the form $\alpha\,e^{-ikr}P_l/r$ with $|\alpha|=(2l+1)/2k$. Its inward current density is $(\hbar k/m)|\alpha|^2P_l^2/r^2$. Integration over a large sphere uses $\int P_l^2\,d\Omega=4\pi/(2l+1)$ and gives

$$\frac{\hbar k}{m}\,\frac{(2l+1)^2}{4k^2}\,\frac{4\pi}{2l+1}=\frac{\hbar k}{m}\,\frac{(2l+1)\pi}{k^2}.$$

Different $l$ do not interfere in this integral, because the Legendre polynomials are orthogonal. The incident flux density is $\hbar k/m$. Dividing by it leaves an area, and the captured fraction of that area is the cross section:

$$\sigma_l=\frac{(2l+1)\pi}{k^2}\,p_l. \tag{1}$$

The target changes the outgoing part of the wave and leaves the incoming part as prepared. If the outgoing amplitude is multiplied by $S_l$, the missing flux is the captured flux, so $p_l=1-|S_l|^2$.

For a molecule whose axis stays fixed during the collision, the components $m_l$ about that axis can have different capture probabilities. The addition theorem

$$P_l(\mu)=\frac{4\pi}{2l+1}\sum_{m_l}Y_{lm_l}(\hat r)Y^*_{lm_l}(\hat k)$$

turns the incoming amplitude of one component into $(2\pi/k)|Y_{lm_l}(\hat k)|$. Its flux is $(\hbar k/m)(4\pi^2/k^2)|Y_{lm_l}(\hat k)|^2$. Averaged over orientations, $|Y_{lm_l}|^2$ is $1/4\pi$, so each component contributes an area $\pi/k^2$. If $N$ components couple with equal strength, $N$ replaces $2l+1$ in (1).

### (b) What does the inner region tell the outer wave?

*Describe capture by a compact electronic state that breaks up. Show that the inner region acts on the outer electron through one complex number, that this number is smooth in $E$ at threshold, and find the sign of its imaginary part.*

**Solution.** Let $\psi(r)$ be $r$ times the radial electron wave, while the target stays in its real, normalized vibrational ground state $\zeta(x)$. Let $\chi(x)$ be the relative motion of the fragments when the electron occupies the compact state. Here $x$ is the displacement of the fragment separation from the equilibrium bond length. With $c=\hbar^2/2m$, $C=\hbar^2/2M$ and $M$ the reduced mass of the fragments,

$$-c\psi''+\left[\frac{c\,l(l+1)}{r^2}+V(r)\right]\psi+g\,\langle\zeta|\chi\rangle=E\psi, \tag{2}$$

$$-C\chi''+U(x)\chi+\zeta\,\langle g|\psi\rangle=E\chi . \tag{3}$$

The brackets are integrals over the variable of the functions in them. The real coupling function $g(r)$ and the potential $V(r)$ vanish beyond $a$. The ion curve $U(x)$ tends to $-Q$ at large $x$, where $\chi$ is an outgoing wave with wave number $K=\sqrt{(E+Q)/C}$. Other vibrational states of the target are left out of this model.

First eliminate the fragments. Let $\chi_1$ be the outgoing solution of $(E+C\,d^2/dx^2-U)\chi_1=\zeta$, so that $\chi=\chi_1\langle g|\psi\rangle$, and let $D=\langle\zeta|\chi_1\rangle$. Multiply the equation for $\chi_1$ by $\chi_1^*$, integrate, and take the imaginary part. The potential and kinetic integrals are real apart from the boundary term, which is $C\,\mathrm{Im}(\chi_1^*\chi_1')=CK|B_1|^2$ if $\chi_1\to B_1e^{iKx}$. The right side is $D^*$. Therefore

$$\mathrm{Im}\,D=-CK|B_1|^2<0 \tag{4}$$

whenever the source emits fragments.

Equation (2) becomes $(E-H)\psi=gD\langle g|\psi\rangle$, where $H$ contains its kinetic, centrifugal and potential terms. Build $\psi$ from two real functions that are regular at the origin:

$$(E-H)\psi_h=0,\quad\psi_h(a)=1;\qquad (E-H)\psi_s=g,\quad\psi_s(a)=0 .$$

These exist unless a homogeneous solution happens to vanish at $a$; in that case a slightly larger $a$ is chosen. Then $\psi=\psi_h+D\langle g|\psi\rangle\psi_s$ has $\psi(a)=1$. Write $h=\langle g|\psi_h\rangle$ and $w=\langle g|\psi_s\rangle$. Taking the overlap of $\psi$ with $g$ gives

$$\langle g|\psi\rangle=h+Dw\langle g|\psi\rangle\quad\Rightarrow\quad\langle g|\psi\rangle=\frac{h}{1-Dw}.$$

The denominator cannot vanish: $w$ is real and $D$ has a nonzero imaginary part.

The slope of $\psi_s$ at $a$ follows from the two defining equations. Multiply the second by $\psi_h$ and the first by $\psi_s$, subtract, and integrate from $0$ to $a$. The potential terms cancel, and the second derivatives leave

$$c\left[\psi_h\psi_s'-\psi_s\psi_h'\right]_a=c\,\psi_s'(a)=h .$$

The inner region is thus summarized by the logarithmic derivative

$$\Lambda\equiv\frac{a\psi'(a)}{\psi(a)}=a\psi_h'(a)+\frac{a h^2}{c}\,\frac{D}{1-Dw}. \tag{5}$$

Because $w$ is real, $\mathrm{Im}[D/(1-Dw)]=\mathrm{Im}[D(1-D^*w)]/|1-Dw|^2=\mathrm{Im}\,D/|1-Dw|^2$, and hence

$$\mathrm{Im}\,\Lambda=\frac{a h^2}{c}\,\frac{\mathrm{Im}\,D}{|1-Dw|^2}<0\qquad(h\neq0). \tag{6}$$

The negative sign says that electron flux passes inward through $r=a$, to reappear as fragments.

It remains to see how $\Lambda$ varies with $E$. The functions $\psi_h$ and $\psi_s$ solve equations on a finite interval in which $E$ is a regular parameter, so $h$, $w$ and $\psi_h'(a)$ are smooth in $E$. If $U$ has reached its constant value at some $X$, the condition on the fragments is $\chi_1'(X)=iK\chi_1(X)$. Since $Q>0$, $K=\sqrt{(E+Q)/C}$ has a Taylor series at $E=0$, and $D$ is smooth as well. Therefore

$$\Lambda(E)=\Lambda_0+O(E),\qquad \mathrm{Im}\,\Lambda_0<0. \tag{7}$$

This is where the exothermic character enters. The outgoing fragments do not notice that the electron energy passes through a threshold.

### (c) How does matching fix the capture probability?

*Express $p_l$ through $\Lambda$ and the properties of the free outgoing wave at $r=a$.*

**Solution.** Let $O_l(kr)$ be the free outgoing solution, normalized to $e^{i(kr-l\pi/2)}$ at infinity, and let $I_l=O_l^*$ be the incoming one. Outside $a$ write $\psi=A(I_l-S_lO_l)$. A prime on $O_l$ or $I_l$ means $d/dr$. Equating logarithmic derivatives at $a$ gives

$$\Lambda(I_l-S_lO_l)=a(I_l'-S_lO_l')\quad\Rightarrow\quad S_l=\frac{I_l}{O_l}\,\frac{\Lambda-aI_l'/I_l}{\Lambda-aO_l'/O_l}.$$

Define the real shift $s_l$ and penetrability $P_l$ by

$$\frac{aO_l'(ka)}{O_l(ka)}=s_l+iP_l. \tag{8}$$

The logarithmic derivative of $I_l$ is the complex conjugate, $s_l-iP_l$, and $|I_l/O_l|=1$. With $\Lambda=u+iv$,

$$|S_l|^2=\frac{(u-s_l)^2+(v+P_l)^2}{(u-s_l)^2+(v-P_l)^2}.$$

Subtracting this from one leaves $(v-P_l)^2-(v+P_l)^2=-4vP_l$ in the numerator:

$$p_l=\frac{4P_l\,(-\mathrm{Im}\,\Lambda)}{|\Lambda-s_l-iP_l|^2}. \tag{9}$$

This holds at any energy for which the assumptions hold, not just near threshold. It is positive because $\mathrm{Im}\,\Lambda<0$.

The penetrability has a simple meaning. The radial equation has real coefficients, so $\mathrm{Im}(O_l^*O_l')$ does not depend on $r$. At infinity it equals $k$. Therefore

$$P_l=\frac{a\,\mathrm{Im}(O_l^*O_l')}{|O_l|^2}=\frac{ka}{|O_l(ka)|^2}. \tag{10}$$

A wave of unit amplitude at infinity that must be large at $a$ to carry its flux outward corresponds to poor transmission.

### (d) How does the centrifugal barrier act at small $k$?

*Find the leading forms of $P_l$ and $s_l$ as $k\to0$.*

**Solution.** With $z=kr$, the free equation is $H_lO_l=O_l$, where $H_l=-d^2/dz^2+l(l+1)/z^2$. Consider the operators

$$A_l=-\frac{d}{dz}+\frac{l+1}{z},\qquad B_l=\frac{d}{dz}+\frac{l+1}{z}.$$

Multiplying them out, and remembering that $d/dz$ acts on $1/z$ too, gives

$$B_lA_l=-\frac{d^2}{dz^2}+\frac{(l+1)^2-(l+1)}{z^2}=H_l,$$

$$A_lB_l=-\frac{d^2}{dz^2}+\frac{(l+1)^2+(l+1)}{z^2}=H_{l+1}.$$

If $H_lO_l=O_l$, then $H_{l+1}(A_lO_l)=A_lB_lA_lO_l=A_lO_l$. So $A_l$ raises the angular momentum by one. At large $z$ it multiplies the outgoing exponential by $-i=e^{-i\pi/2}$, which is the required change of phase. Hence $O_{l+1}=A_lO_l$, starting from $O_0=e^{iz}$.

At small $z$, $O_0\to1$. Acting on a leading power,

$$A_lz^{-l}=l z^{-l-1}+(l+1)z^{-l-1}=(2l+1)z^{-l-1}.$$

By repetition,

$$O_l(z)\to\frac{(2l-1)!!}{z^l},\qquad(2l-1)!!=1\cdot3\cdots(2l-1),\quad(-1)!!=1. \tag{11}$$

Insertion in (10), and the logarithmic derivative of $z^{-l}$, give

$$P_l\to\frac{(ka)^{2l+1}}{[(2l-1)!!]^2},\qquad s_l\to-l. \tag{12}$$

For $l=1$ the full forms are short. From $O_1=(1/z-i)e^{iz}$ one has $|O_1|^2=(1+z^2)/z^2$. Equation (10) then gives $P_1$, and $s_1$ is half the logarithmic derivative of $|O_1|^2$ with respect to $\ln z$:

$$P_1=\frac{(ka)^3}{1+(ka)^2},\qquad s_1=-\frac{1}{1+(ka)^2}. \tag{13}$$

### (e) What is the threshold law?

*Combine the results and interpret the powers of $k$.*

**Solution.** In (9) replace $\Lambda$ by $\Lambda_0$, $s_l$ by $-l$, and drop $P_l$ from the denominator. This is allowed because $\Lambda_0+l$ cannot vanish: its imaginary part is negative. Equation (1) then gives

$$\boxed{\;\sigma_l\to(2l+1)\,4\pi a^2\,\frac{(ka)^{2l-1}}{[(2l-1)!!]^2}\,\frac{-\mathrm{Im}\,\Lambda_0}{|\Lambda_0+l|^2}\;} \tag{14}$$

This is the Wigner law for exothermic attachment, $\sigma_l\propto k^{2l-1}\propto E^{l-1/2}$. The power has two sources. The barrier supplies $k^{2l+1}$ through the penetrability, and the area carried by one partial wave supplies $k^{-2}$.

For $l=0$ the cross section grows as $1/k$, although the capture probability falls as $k$. For $l=1$ it vanishes as $k$, and for $l=2$ as $k^3$. If several partial waves couple, the lowest one dominates sufficiently close to threshold.

The case $l=0$ also shows that the arbitrary radius $a$ drops out. At zero energy the outer wave is proportional to $r-\mathcal A$, with a complex scattering length $\mathcal A$. Then $\Lambda_0=a/(a-\mathcal A)$ and $1/\Lambda_0=1-\mathcal A/a$, so $-\mathrm{Im}\,\Lambda_0/|\Lambda_0|^2=\mathrm{Im}(1/\Lambda_0)=-\mathrm{Im}\,\mathcal A/a$. The law becomes $\sigma_0\to-4\pi\,\mathrm{Im}\,\mathcal A/k$, in which $a$ no longer appears.

## Second half: limits of the law and a plasma example

The symbols carry over as follows. The inner solution has the logarithmic derivative $\Lambda(E)$ at $r=a$, with threshold value $\Lambda_0$ and $\mathrm{Im}\,\Lambda_0<0$. The free outgoing wave $O_l$ defines the shift $s_l$ and penetrability $P_l=ka/|O_l(ka)|^2$. The capture probability is $p_l=4P_l(-\mathrm{Im}\,\Lambda)/|\Lambda-s_l-iP_l|^2$, and $\sigma_l=N\pi p_l/k^2$, where $N$ is the number of equally coupled components. At small $k$ this becomes $\sigma_l\propto k^{2l-1}$, as in (14). Further, $c=\hbar^2/2m$ and $C=\hbar^2/2M$, $Q$ is the energy release, and $D$ is the fragment response defined in (b).

### (f) When does the short-range law fail or lose its range?

*Find the condition on $k$, and the change of exponent when the energy release is zero.*

For exothermic attachment with no force on the electron beyond $a$, the cross section follows $\sigma_l\propto k^{2l-1}$ as $k\to0$, with a prefactor fixed by the inner region through $\Lambda_0$. It remains to answer (f), to examine long-range forces, and to apply the law to thermal rates and a model molecule in a cold afterglow.
